\section*{Averaging Internal and Free Energy to Compare White and Gray Tin}

\section{The result and the problem it solves}

Let a metal be computed with Fermi--Dirac occupations at an electronic temperature $T$, and write $t=k_{\mathrm B}T$ for the width. If $E$ is the internal energy and $F=E-TS$ the free energy, then
\begin{equation}
A\equiv\frac{E+F}{2}=F+\frac{TS}{2}=E_0+b\,t^4+O(t^6),
\label{eq:result}
\end{equation}
where $E_0$ is the zero-temperature energy. Separately, $E$ lies above $E_0$ and $F$ below it by the same leading amount $a t^2$. Equation~\eqref{eq:result} holds at fixed nuclei and fixed electron number, for a density of states that is smooth and nonzero at the Fermi level.

These conditions matter when white tin, a metal, is compared with gray tin, whose valence and conduction bands touch at the zone centre. The quadratic error belongs mainly to the metal and does not cancel in the difference. In the example below the white phase lies 44~meV per atom above the gray phase at zero electronic temperature. With white tin smeared by 0.2~eV and gray tin held at zero temperature, $E$ gives 76~meV, $F$ gives 13~meV, and $A$ gives 45~meV.

The naive remedy is a smaller width. But the mesh of wave vectors must then resolve a narrower step in occupation. If the mesh spacing is reduced in proportion to $t$, the number of points grows as $t^{-3}$. A better scheme keeps a moderate width and removes its leading error.

\section{Why the two errors are opposite}

\subsection{Entropy is the slope of the free energy}

At fixed one-electron levels $\varepsilon_i$, with two spins per level, consider
\begin{equation}
\mathcal F[f]=2\sum_i f_i\varepsilon_i
+2t\sum_i\left[f_i\ln f_i+(1-f_i)\ln(1-f_i)\right].
\end{equation}
The second term is $-TS$. Making $\mathcal F-\mu\,2\sum_i f_i$ stationary gives
\begin{equation}
\varepsilon_i-\mu+t\ln\frac{f_i}{1-f_i}=0,
\qquad f_i=\frac{1}{e^{(\varepsilon_i-\mu)/t}+1}.
\end{equation}
When $T$ changes at fixed electron number, the change of the $f_i$ therefore does not alter $F$ to first order. Only the explicit factor $T$ contributes, so
\begin{equation}
\frac{\partial F}{\partial T}=-S,
\qquad TS=-t\frac{\partial F}{\partial t}.
\label{eq:entropy}
\end{equation}

Self-consistency could spoil this, because the levels depend on the density. To see that it does not, use the Harris free energy of an input density $n$,
\begin{equation}
F_{\mathrm H}[n]=2\sum_i f_i\varepsilon_i-TS-E_{\mathrm{es}}[n]
+E_{\mathrm{xc}}[n]-\int v_{\mathrm{xc}}n+E_{\mathrm{ion}}.
\end{equation}
Here $E_{\mathrm{es}}=\tfrac12\int v_{\mathrm{es}}n$ is the electrostatic energy of the electrons, and the levels belong to $v=v_{\mathrm{ion}}+v_{\mathrm{es}}[n]+v_{\mathrm{xc}}[n]$. A change $\delta n$ changes the first two terms by $\int n_{\mathrm{out}}\delta v$, where $n_{\mathrm{out}}$ is the density of the occupied states. The remaining terms change by
\begin{align}
&-\int v_{\mathrm{es}}\delta n+\int v_{\mathrm{xc}}\delta n
-\int v_{\mathrm{xc}}\delta n-\int n\,\delta v_{\mathrm{xc}}\nonumber\\
&\qquad=-\int n\left(\delta v_{\mathrm{es}}+\delta v_{\mathrm{xc}}\right)
=-\int n\,\delta v .
\end{align}
The symmetry of the Coulomb interaction was used to write $\int v_{\mathrm{es}}\delta n=\int n\,\delta v_{\mathrm{es}}$. Hence
\begin{equation}
\delta F_{\mathrm H}=\int(n_{\mathrm{out}}-n)\,\delta v,
\label{eq:harris}
\end{equation}
which vanishes at self-consistency. The drift of the density with temperature thus adds nothing to the first derivative, and Eq.~\eqref{eq:entropy} survives.

\subsection{The low-temperature expansion}

Let $g(\varepsilon)$ count states of both spins, and define
\begin{equation}
M(\varepsilon)=\int_{-\infty}^{\varepsilon}g(\varepsilon')\,d\varepsilon',
\qquad
K(\varepsilon)=\int_{-\infty}^{\varepsilon}M(\varepsilon')\,d\varepsilon'.
\end{equation}
Integrating the grand potential by parts twice gives
\begin{align}
\Omega&=-t\int g\ln\left[1+e^{(\mu-\varepsilon)/t}\right]d\varepsilon\nonumber\\
&=-\int M f\,d\varepsilon
=-\int K\left(-\frac{\partial f}{\partial\varepsilon}\right)d\varepsilon .
\end{align}
The boundary terms vanish at the band bottom and at high energy. The peak $-\partial f/\partial\varepsilon$ has unit area, is even about $\mu$, and has second and fourth moments $\pi^2t^2/3$ and $7\pi^4t^4/15$. Expanding $K$ about $\mu$, with $K''=g$, yields
\begin{equation}
\Omega=-K(\mu)-\frac{\pi^2}{6}g(\mu)t^2
-\frac{7\pi^4}{360}g''(\mu)t^4+O(t^6).
\end{equation}

The electron number $N$ is fixed, so $F=\Omega+\mu N$ with $\mu=\varepsilon_{\mathrm F}+\delta$. Since $K'(\varepsilon_{\mathrm F})=N$, the terms linear in $\delta$ from $-K$ and $\mu N$ cancel. The constant is $\varepsilon_{\mathrm F}N-K(\varepsilon_{\mathrm F})=\int^{\varepsilon_{\mathrm F}}\varepsilon g\,d\varepsilon=E_0$. With $g$ and its derivatives taken at $\varepsilon_{\mathrm F}$,
\begin{equation}
F=E_0-\frac{g\delta^2}{2}-\frac{\pi^2t^2}{6}(g+g'\delta)
-\frac{7\pi^4}{360}g''t^4+O(t^6).
\end{equation}
The condition $\partial\Omega/\partial\mu=-N$ makes this stationary in $\delta$, so $\delta=-\pi^2g't^2/(6g)$. The two terms containing $\delta$ then combine to $+g\delta^2/2=\pi^4g'^2t^4/(72g)$. Therefore
\begin{align}
F&=E_0-at^2-bt^4+O(t^6),\qquad a=\frac{\pi^2g}{6},\label{eq:F}\\
b&=\frac{7\pi^4}{360}g''-\frac{\pi^4}{72}\frac{g'^2}{g}.\label{eq:b}
\end{align}
Equation~\eqref{eq:entropy} now gives $TS=2at^2+4bt^4$, and
\begin{equation}
E=F+TS=E_0+at^2+3bt^4+O(t^6).
\label{eq:E}
\end{equation}
Half the sum of Eqs.~\eqref{eq:F} and \eqref{eq:E} is Eq.~\eqref{eq:result}.

Physically, electrons within about $t$ of the Fermi level are lifted by about $t$, which raises $E$ by an amount of order $gt^2$. The entropy term lowers $F$ by twice the rise in $E$, so $F$ ends equally far below $E_0$.

For a free-electron gas with $\varepsilon_{\mathrm F}=N=1$, one has $g=3/2$, $g'=3/4$ and $g''=-3/8$. Equations~\eqref{eq:F} and \eqref{eq:b} give $a=2.4674$ and $b=-1.2176$. Direct integration at $t=0.03$ gives $(E-F)/(2t^2)=2.4652$ and $(A-E_0)/t^4=-1.2248$. The first differs from $a$ as expected, since it equals $a+2bt^2$ to this order.

\section{When averaging is the wrong correction}

The definition of $A$ permits a diagnosis without any assumed power law. Define the local exponent of the free-energy error,
\begin{equation}
p(t)=\frac{d\ln(E_0-F)}{d\ln t}=\frac{TS}{E_0-F}.
\end{equation}
The second equality is Eq.~\eqref{eq:entropy}. Then
\begin{equation}
A-E_0=(F-E_0)+\frac{TS}{2}=\frac{p-2}{2}\,(E_0-F).
\label{eq:exponent}
\end{equation}
Averaging works to the extent that $p$ is close to 2.

Consider two parabolic bands in three dimensions that touch at the Fermi level, with $g=C|\varepsilon|^{1/2}$. Symmetry keeps $\mu$ at the touching point. Electrons and holes contribute equally, and the substitution $\varepsilon=tx$ gives
\begin{align}
F-E_0&=-2t\int_0^\infty C\varepsilon^{1/2}
\ln\left(1+e^{-\varepsilon/t}\right)d\varepsilon\nonumber\\
&=-2Ct^{5/2}\int_0^\infty x^{1/2}\ln(1+e^{-x})\,dx .
\end{align}
Thus $p=5/2$, and Eq.~\eqref{eq:exponent} leaves one quarter of the free-energy error, with opposite sign. Numerical integration gives a fraction of 0.2500. If this power were known to hold, the combination $(2E+3F)/5$ would cancel it. In a real band structure $p$ varies with $t$, so the gray phase is referred here to zero-temperature filling, which assumes no power law but must be converged with the mesh.

\section{A scheme that reuses one density}

A self-consistent calculation at every width is unnecessary. The self-consistent density moves by $O(t^2)$ from its zero-temperature form. By Eq.~\eqref{eq:harris}, a frozen zero-temperature density therefore changes the free energy only at $O(t^4)$, and leaves $a$ intact. It does shift the fourth-order coefficient, so Eq.~\eqref{eq:b} is the value of $b$ at fixed bands; in the chain below the shift is about 0.016 out of 3.2.

A two-site chain tests this in mean field. Its site energies are $\pm D$ with $D=0.5$, its hopping is 1, and its interaction energy is $\tfrac12U(n_A^2+n_B^2)$ with $U=1$. Each cell holds one electron. Doubling $t$ from 0.02 to 0.04 multiplies the frozen-density error by 16.3, close to the factor 16 of a fourth power.

For a density obtained at a finite width, the fixed potential still obeys Eq.~\eqref{eq:entropy}, so $A$ removes the quadratic term about the zero-temperature energy of that potential. The error of the density itself must be checked separately. The scheme is then:
\begin{enumerate}
\item Converge a density for each phase on a small mesh.
\item Compute bands in the frozen potentials on a denser mesh and interpolate them.
\item For white tin, solve for $\mu$ at the chosen width and form $E$, $F$ and $A$.
\item For gray tin, fill the lowest states at zero temperature.
\item Subtract the total energies, then vary width, mesh and cutoff.
\end{enumerate}

Forces and stresses need separate care. For a parameter $\lambda$ of the Hamiltonian at fixed $T$,
\begin{equation}
\frac{dF}{d\lambda}=\left\langle\frac{\partial H}{\partial\lambda}\right\rangle,
\qquad
\frac{dA}{d\lambda}=\left\langle\frac{\partial H}{\partial\lambda}\right\rangle
+\frac{T}{2}\frac{dS}{d\lambda}.
\end{equation}
The usual expectation-value force, $-\langle\partial H/\partial\lambda\rangle$, equals $-dF/d\lambda$ and, by Eq.~\eqref{eq:F}, carries the leading error $+t^2\,da/d\lambda$. In the chain at $t=0.1$, the expectation value $n_A-n_B$ and $dF/dD$ are both $-0.217369$, whereas $dA/dD=-0.214739$. A cell relaxed with ordinary stresses is therefore a minimum of $F$, not of $A$.

\section{White tin against gray tin}

\subsection{Level of theory and smearing errors}

Both phases are treated in the local density approximation with plane waves and a four-electron Goedecker--Teter--Hutter pseudopotential, without spin-orbit coupling. The cells are held fixed at rough typical lattice constants: $a=5.83$~\AA\ and $c=3.18$~\AA\ for white tin, $a=6.49$~\AA\ for gray tin. Densities use a cutoff of 6~hartree, a width of 0.2~eV and 32 wave vectors in the full zone. Band energies use 8~hartree. Their midpoint meshes are $8\times8\times14$ (white) and $6\times6\times6$ (gray) on the octant from zero to $2\pi$ over each conventional cell edge, refined fourfold per axis by splines.

Counting white-tin states within 0.15~eV of the Fermi level gives $g=0.465$ states per eV and atom. The predicted coefficient is
\begin{equation}
a=\frac{\pi^2}{6}(0.465)\ \mathrm{eV^{-1}}
=765\ \mathrm{meV/eV^2}\ \text{per atom}.
\end{equation}
The smeared energies at 0.05~eV give 764 in the same unit. The errors of white tin relative to zero-temperature filling of the same bands, in meV per atom, are:
\begin{center}
\begin{tabular}{cccc}
$t$ (eV) & $E-E_0$ & $F-E_0$ & $A-E_0$\\
0.1 & 7.62 & $-7.61$ & 0.00\\
0.2 & 32.04 & $-30.85$ & 0.60\\
0.3 & 74.92 & $-70.82$ & 2.05\\
0.4 & 135.81 & $-128.09$ & 3.86
\end{tabular}
\end{center}
Lowering the band cutoff to 6~hartree and converging the density with 72 wave vectors moves the entries for $E$ and $F$ at 0.1, 0.2 and 0.4~eV by up to about 0.5~meV, and those for $A$ by up to 0.03~meV. The mesh matters more. Refining it to $14\times14\times24$ at 6~hartree moves the entries for $E$ and $F$ by up to 0.7~meV, lowers $A-E_0$ by about 0.2, 0.4 and 0.6~meV at 0.2, 0.3 and 0.4~eV, and raises $g$ by about 0.008, so the last digits of the table belong to this mesh. At 0.2~eV, which corresponds to 2321~K, the average removes about 98\% of either error. To bring the error of $F$ alone down to 1~meV, the quadratic law would require $t=\sqrt{1/765}\approx0.036$~eV.

The residual does not follow a clean fourth power: from 0.2 to 0.4~eV it grows by a factor of 6.5 (about 7 on the denser mesh), not 16. A single coefficient $b$ does not describe this range. At fixed bands $E$ and $F$ depend only on the density of states and the electron number, so the departure reflects variation of the computed density of states beyond the terms kept in Eq.~\eqref{eq:b}. The width should therefore be varied, rather than the residual extrapolated with an assumed $t^4$ law.

For gray tin at 0.2~eV the errors of $E$, $F$ and $A$ are 10.75, $-5.40$ and 2.67~meV. The local exponent is $(10.75+5.40)/5.40=2.99$, so Eq.~\eqref{eq:exponent} explains why half of the free-energy error remains. At 0.1~eV the exponent is 2.38 on this mesh and about 2.5 on a $10\times10\times10$ mesh. The ideal value $5/2$ is thus not a constant of this band structure. The bands also overlap: in this approximation the lowest conduction states at the zone-boundary point L lie roughly 0.08 to 0.11~eV below the threefold level at the zone centre, depending on the cutoff and the density used. The computed gray tin is therefore weakly metallic, unlike the ideal case of bands that only touch. At 0.05~eV the errors are only 0.2~meV and the exponent is not converged: it is 1.97 on this mesh and about 2.3 on a $10\times10\times10$ mesh.

\subsection{The phase difference}

With both phases filled at zero temperature, white minus gray is 44.22~meV per atom, or 4.27~kJ/mol. Keeping gray tin at that reference and smearing white tin by 0.2~eV gives
\begin{align}
E:&\quad 44.22+32.04=76.26\ \text{meV},\nonumber\\
F:&\quad 44.22-30.85=13.37\ \text{meV},\\
A:&\quad 44.22+0.60=44.82\ \text{meV}.\nonumber
\end{align}
At 0.4~eV the free energy gives $-83.87$~meV and reverses the order of the phases, while the average gives 48.08~meV. Averaging both phases at 0.2~eV gives 42.14~meV, because the gray-tin residual of 2.67~meV is then subtracted.

The smearing residual at 0.2~eV is smaller than the shifts from mesh and cutoff. Refining the original meshes from $6\times6\times10$ and $4\times4\times4$ changes the zero-temperature difference by $-3.4$~meV, and a further step to $14\times14\times24$ and $10\times10\times10$ changes it by about $-1.5$~meV. Raising the cutoff from 8 to 10~hartree changes the difference of averages by 1.7~meV, on octant meshes $3\times3\times5$ and $3\times3\times3$. Going on to 15~hartree, on a coarser mesh, gives a total shift from 8~hartree of 2 to 3~meV. Converging both densities at 8~hartree on larger meshes raises the difference by roughly 2~meV. With these changes combined the difference lies near 45 to 48~meV. Reusing the white-tin density at 0.4~eV, instead of converging it there with 72 wave vectors, changes $F$ by $-0.5$~meV. These are observed shifts, not error bounds. The computed difference is best read as 44~meV with a numerical uncertainty of a few meV.

\subsection{What this says about solder}

Pure tin changes between its gray and white forms near 13~$^\circ$C, where their free energies at ambient pressure are equal; the estimates below use 286~K. The calculated 44~meV is an energy difference between static lattices and should not be read as that balance. Several omissions can be sized:
\begin{itemize}
\item Spin-orbit coupling, scaled to a rough 0.8~eV splitting in gray tin, changes the difference by $-4.3$~meV; a denser mesh and more bands move this estimate by about 1~meV.
\item With rough Debye temperatures of 200~K (white) and 230~K (gray), the classical vibrational term $3k_{\mathrm B}T\ln(200/230)$ is $-10.3$~meV at 286~K. It is sensitive to these inputs: moving the two temperatures by 10~K in opposite directions changes it by about 7~meV. It is probably too small: tabulated standard entropies of about 51.2 (white) and 44.1~J\,mol$^{-1}$K$^{-1}$ (gray) give $-T\Delta S\approx-21$~meV at 286~K, electrons included, and correspond to effective Debye temperatures near 145 and 193~K.
\item The quadratic law puts the thermal electronic free energy of white tin at 286~K at about $-0.5$~meV.
\item A rough bulk modulus of 55~GPa and a volume error of 3\% give a relaxation energy of about 4~meV for one phase. The effect on the difference may have either sign.
\end{itemize}
Adding the first three leaves $44.2-4.3-10.3-0.5\approx29$~meV, or about 19~meV if the measured entropy difference replaces the second and third items; neither is zero. The density functional, the pseudopotential, the fixed cells, the rough spin-orbit and vibrational estimates and the numerical error can all contribute to the remainder, and this calculation does not apportion it.

A solder joint is also alloyed and mechanically constrained. The chosen cells have volumes of 27.0 and 34.2~\AA$^3$ per atom, so the gray phase needs 26\% more room. A hydrostatic pressure of 0.1~GPa would change the white-minus-gray enthalpy by $P\,\Delta V\approx-4.5$~meV per atom at these volumes, in favour of white tin. Alloying and the rate of transformation lie outside the model. The numerical output gives the remaining widths and input values.

\section*{Values computed for the example and the checks}
\begin{verbatim}
free gas a: numeric 2.4652, formula 2.4674 (EF=N=1)
free gas b: numeric -1.2248, formula -1.2176 (EF=N=1)
touching bands: average error / free-energy error size 0.2500
chain: frozen-density error ratio on doubling T 16.32
chain kT=0.1: dF/dD -0.217369, m -0.217369, dAverage/dD -0.214739
ionic Hamiltonian mismatch 7.3e-11 Ha
white tin a 5.83, c 3.18; gray tin a 6.49 angstrom
cutoffs: density 6, energy 8, check 10 Ha
octant k meshes: white (8, 8, 14), gray (6, 6, 6); refined 4x per axis
density steps: white 5, gray 5
width 0.2 eV corresponds to 2321 K
white tin DOS at Fermi level 0.4650 states/eV/atom
quadratic coefficient: count 764.9, smearing 763.8 meV/eV^2/atom
errors from zero-temperature filling, meV/atom: E, F, average
white kT=0.05 eV: 1.910, -1.909, 0.001
white kT=0.10 eV: 7.622, -7.614, 0.004
white kT=0.20 eV: 32.044, -30.850, 0.597
white kT=0.30 eV: 74.916, -70.817, 2.050
white kT=0.40 eV: 135.813, -128.090, 3.862
gray  kT=0.05 eV: 0.185, -0.190, -0.002
gray  kT=0.10 eV: 1.160, -0.840, 0.160
gray  kT=0.20 eV: 10.751, -5.404, 2.674
gray  kT=0.30 eV: 41.504, -19.052, 11.226
gray  kT=0.40 eV: 100.969, -47.376, 26.796
white minus gray, both filled at T=0: 44.22 meV/atom = 4.266 kJ/mol
white smeared minus gray filled, meV/atom: E, F, average
difference kT=0.1 eV: 51.84, 36.60, 44.22
difference kT=0.2 eV: 76.26, 13.37, 44.82
difference kT=0.4 eV: 180.03, -83.87, 48.08
both phases averaged at 0.2 eV: 42.14 meV/atom
k-mesh shift of phase difference -3.36 meV/atom
cutoff shift of phase difference 1.70 meV/atom
white density-reuse error at 0.4 eV -0.513 meV/atom
gray levels 2-5 at Gamma from Fermi level, eV: -0.749, 0.032, 0.032, 0.032
spin-orbit shifts (rough 0.8 eV splitting): white -41.56, gray -37.25 meV/atom
spin-orbit shift of phase difference -4.31 meV/atom
rough Debye temperatures: gray 230, white 200 K
vibrational shift of difference at 286 K -10.33 meV/atom
relaxation scale (55 GPa, 3% volume) 4.17 meV/atom
white electronic free energy at 286 K -0.465 meV/atom
\end{verbatim}
